# Area Scaling of the Weibull Characteristic Lifetime from Weakest-Link Breakdown

**Definitions and conventions**

A thin-film capacitor has electrode area $A$. Its film is divided into breakdown sites, each with footprint $s$, so that the number of sites is $N=A/s$. The time $t$ is the accumulated time under a prescribed field history. That history may include preparatory field cycles, provided that it is the same for every capacitor compared. Film thickness and material are also the same.

Let $F(t)$ be the probability that one site has failed by time $t$, and let $S(t)=1-F(t)$ be its survival probability. The cumulative hazard of a site is

$$h(t)=-\ln S(t). \tag{1}$$

It starts at zero and increases with time. The device survival probability is $S_A(t)$, and the characteristic lifetime $\eta$ is defined by

$$S_A(\eta)=e^{-1}. \tag{2}$$

At $t=\eta$ a fraction $1-e^{-1}$, about 63.2%, of a large set of identical devices has failed. A Weibull law with shape $\beta>0$ and scale $\eta$ has survival $\exp[-(t/\eta)^\beta]$, so its scale parameter agrees with definition (2).

The algebra may be read in atomic units, with lengths in bohr and times in $\hbar/E_{\mathrm h}$. Since areas and times enter through ratios, no conversion factor appears. Numerical lengths are in angstrom and times in seconds.

Three assumptions define the problem. The first failed site ends the life of the device (weakest link). The sites fail independently. All sites follow the same law $F(t)$. These assumptions alone do not yet give a power of the area; the form of $F$ matters too.

**From one site to a device**

The device survives if every site survives. Independence turns the joint probability into a product, and identical laws make all factors equal:

$$S_A(t)=\prod_{i=1}^{N}S(t)=[S(t)]^N. \tag{3}$$

Taking minus the logarithm gives

$$-\ln S_A(t)=N h(t)=\frac{A}{s}\,h(t). \tag{4}$$

Cumulative hazards add, so doubling the area doubles the cumulative hazard at each time. How much this shortens the lifetime depends on how fast $h$ rises with time.

Suppose now that each site obeys a Weibull law with scale $\tau$, so that $h(t)=(t/\tau)^\beta$. Equation (4) becomes

$$S_A(t)=\exp\left[-N\left(\frac{t}{\tau}\right)^\beta\right]
=\exp\left[-\left(\frac{t}{\tau N^{-1/\beta}}\right)^\beta\right]. \tag{5}$$

The second form follows from $N=(N^{1/\beta})^\beta$. The device therefore has the same shape $\beta$ as the site, and its scale is

$$\eta(A)=\tau N^{-1/\beta}=\tau\left(\frac{A}{s}\right)^{-1/\beta}. \tag{6}$$

Dividing by the same expression for a reference area $A_0$ removes $\tau$ and $s$:

$$\boxed{\frac{\eta(A)}{\eta(A_0)}=\left(\frac{A}{A_0}\right)^{-1/\beta}}. \tag{7}$$

Neither the footprint nor the time scale of a site has to be known to use this result.

For $\beta=1$ the hazard rate $dh/dt$ is constant and the lifetime is inversely proportional to area. For $\beta\to\infty$ all sites fail at nearly the same time, and adding sites hardly matters. A small $\beta$ means a broad spread of site lifetimes, so a larger electrode is more likely to contain a very early failure.

The law also has a graphical meaning. From (5),

$$\ln[-\ln S_A(t)]=\beta\ln t-\beta\ln\eta(A). \tag{8}$$

Plotted against $\ln t$, this is a straight line of slope $\beta$. By (4), changing the area from $A_0$ to $A$ moves the line up by $\ln(A/A_0)$. The equivalent horizontal displacement is $-\beta^{-1}\ln(A/A_0)$, which is (7).

The mean lifetime scales in the same way. Integration by parts turns the mean into the integral of the survival probability, because $tS_A(t)$ vanishes at both ends. With $x=t/\eta$ and then $y=x^\beta$,

$$\langle t\rangle=\int_0^\infty S_A\,dt
=\eta\int_0^\infty e^{-x^\beta}dx
=\frac{\eta}{\beta}\int_0^\infty y^{1/\beta-1}e^{-y}dy
=\eta\,\Gamma\left(1+\frac1\beta\right). \tag{9}$$

The last step uses $\Gamma(1/\beta)/\beta=\Gamma(1+1/\beta)$. The gamma function does not depend on area and cancels from ratios.

**A general site law**

For a smooth $h$ that need not be a power, (2) and (4) give $N h(\eta)=1$, or

$$\ln N+\ln h(\eta)=0. \tag{10}$$

Treat $N$ as a continuous variable and define the local Weibull slope

$$b(t)=\frac{d\ln h}{d\ln t}. \tag{11}$$

Since $N$ does not depend on time, this is also the slope of the device curve $\ln(-\ln S_A)$ against $\ln t$. Differentiating (10) with respect to $\ln N$ gives $1+b(\eta)\,d\ln\eta/d\ln N=0$. At fixed $s$, $d\ln N=d\ln A$, and hence

$$\frac{d\ln\eta}{d\ln A}=-\frac{1}{b(\eta)}. \tag{12}$$

The local area exponent is minus the inverse of the slope measured at the characteristic lifetime. If the exponent equals $-1/\beta$ over a range of areas, then $b=\beta$ over the corresponding range of lifetimes. Integrating (11) there gives $h\propto t^\beta$. Thus, for independent and identical sites, a strict power law in area requires a Weibull form of the site law over the times that the areas probe.

Lognormal sites show what happens otherwise. Let the logarithm of the site lifetime have unit standard deviation. The numerical output gives an exponent of $-0.253$ at $N=10^4$ and $-0.154$ at $N=10^{10}$. The corresponding slopes are 3.96 and 6.51, in agreement with (12). These sites are independent and the weakest one decides, yet the local exponent changes with area, so no single power law holds over this range.

**Why early failures determine the large-area law**

A large device fails while the failure probability of a single site is still small. It is therefore enough to know the early part of $F$. Assume that

$$F(t)\sim\left(\frac{t}{\tau}\right)^\beta\qquad(t\to0). \tag{13}$$

The expansion $h=-\ln(1-F)=F+F^2/2+\cdots$ shows that $h$ has the same leading behaviour. Put $t=x\tau N^{-1/\beta}$ with $x$ fixed. This time tends to zero as $N$ grows, so

$$N h(x\tau N^{-1/\beta})\to N\left(xN^{-1/\beta}\right)^\beta=x^\beta,
\qquad S_A\to e^{-x^\beta}. \tag{14}$$

For any fixed $x<1$ the cumulative hazard ends below one, and for any fixed $x>1$ it ends above one. Since $h$ increases with time, the solution of $Nh(\eta)=1$ is squeezed towards $x=1$. Therefore $\eta/(\tau N^{-1/\beta})\to1$, and (7) holds in the limit where both areas contain many sites.

The $\beta$ that matters is that of the earliest part of $F$. In real films rare extrinsic defects can add early failures with a smaller slope than the one seen on small devices, and these then control large areas and arrays.

Frozen local disorder need not spoil the limiting result. Suppose that each site has a Weibull law with its own scale $\tau_i$, drawn independently from one distribution. The averaged site law is then the same for all sites. Its early part is $t^\beta\langle\tau_i^{-\beta}\rangle$, provided that this average is finite. The average changes the effective time scale and leaves the limiting exponent $\beta$ unchanged. The averaged law is in general not Weibull, and for a broad spread of $\tau_i$ the local slope at finite $N$ can lie noticeably below $\beta$.

**A site made of defective cells**

A simple percolation model shows how such a site law can arise. Divide the film into cubic cells of edge $a$. A site is a vertical column of $n$ cells, so $s=a^2$ and the thickness is $na$. A column breaks down when all its cells contain a defect. Cells become defective independently, with probability

$$p(t)=1-\exp\left[-\left(\frac{t}{\tau}\right)^\alpha\right],\qquad \alpha>0. \tag{15}$$

Here $\tau$ is the time scale of a cell. The model leaves out conducting paths that step sideways and any influence of one defect on the creation of the next.

Independence of the cells gives $F=p^n$. At early times $p\sim(t/\tau)^\alpha$, and therefore

$$F(t)\sim\left(\frac{t}{\tau}\right)^{n\alpha},\qquad \beta=n\alpha. \tag{16}$$

Within this model a thinner film has fewer cells per column, a smaller $\beta$ and a stronger dependence of lifetime on area.

The lifetime at finite area follows without the early-time approximation. The condition $(1-p^n)^N=e^{-1}$ gives $1-p^n=e^{-1/N}$, so the required cell probability is

$$p_\eta=\left(1-e^{-1/N}\right)^{1/n}. \tag{17}$$

Inverting (15) gives $(\eta/\tau)^\alpha=-\ln(1-p_\eta)$, or

$$\eta=\tau\left[-\ln(1-p_\eta)\right]^{1/\alpha}. \tag{18}$$

To compare this with (6), define $q=N^{-1/n}$. Since $1-e^{-1/N}=N^{-1}[1-1/(2N)+\cdots]$,

$$p_\eta=q\left[1-\frac{1}{2nN}+\cdots\right]
=q\left[1-\frac{q^n}{2n}+\cdots\right]. \tag{19}$$

For $n>1$ this relative correction is of higher order than $q$. The logarithm supplies the leading one: $-\ln(1-p_\eta)=q[1+q/2+\cdots]$. Raising this to the power $1/\alpha$, and using $q^{1/\alpha}=N^{-1/(n\alpha)}=N^{-1/\beta}$, gives

$$\eta=\tau N^{-1/\beta}\left[1+\frac{q}{2\alpha}+O(q^2)\right]. \tag{20}$$

Now take the logarithm and differentiate, with $dq/d\ln N=-q/n$:

$$\frac{d\ln\eta}{d\ln A}
=-\frac1\beta-\frac{q}{2n\alpha}+O(q^2)
=-\frac1\beta\left[1+\frac q2+O(q^2)\right]. \tag{21}$$

For $n>1$ the lifetime is longer than the limiting formula predicts, and its dependence on area is steeper; for $n=1$ the column law is exactly Weibull and both corrections vanish. Both effects come from the saturation of $p(t)$: it stays below its early form $(t/\tau)^\alpha$, by a relative amount that grows with time. Columns therefore fail later than the limiting law says, and the delay is relatively larger for small devices, which live longer. The correction disappears slowly, because $q$ falls only as the inverse $n$th root of the number of sites. Tests at $N=10^{18}$ confirm the leading terms in (20) and (21) to within 1% of each term.

The whole survival curve approaches its limit at the same rate. At $t=x\tau N^{-1/\beta}$ one has $(t/\tau)^\alpha=x^\alpha q$, so $p=x^\alpha q(1-x^\alpha q/2+\cdots)$. For $n>1$, to first order in $q$,

$$N h=x^\beta\left(1-\frac n2x^\alpha q\right),\qquad
S_A-e^{-x^\beta}=\frac{nq}{2}\,x^{\alpha+\beta}e^{-x^\beta}. \tag{22}$$

The difference is positive: at a given scaled time, more devices survive than in the Weibull limit.

**Two capacitors of different area**

Take a film 60 Å thick with cells of edge 10 Å. Then $n=60/10=6$ and $s=100$ Å$^2$. The chosen model parameters $\alpha=0.40$ and $\tau=10^6$ s give $\beta=6\times0.40=2.40$ and $1/\beta=0.4167$. They are round values and do not represent a measured film.

A test capacitor has area $10^{12}$ Å$^2$ and a memory capacitor has area $10^6$ Å$^2$. Their site numbers are

$$N_{\rm test}=\frac{10^{12}}{100}=10^{10},\qquad
N_{\rm mem}=\frac{10^6}{100}=10^4. \tag{23}$$

The limiting formula (6) gives

$$\eta_{\rm test}\approx10^6(10^{10})^{-1/2.4}\ \mathrm{s}=68.1\ \mathrm{s},
\qquad
\eta_{\rm mem}\approx10^6(10^4)^{-1/2.4}\ \mathrm{s}=2.15\times10^4\ \mathrm{s}. \tag{24}$$

The full model result (18) is 70.0 s for the test capacitor and $2.90\times10^4$ s, or 8.06 h, for the memory capacitor. The two areas differ greatly in how close they are to the limit. For the test capacitor $q=0.0215$, and the correction in (20) is $0.0215/0.80=0.027$. This accounts for nearly all of the difference between 68.1 s and 70.0 s. For the memory capacitor $q=0.215$, and the first correction is 0.27. It raises the estimate to about $2.73\times10^4$ s, still below the full result, so higher orders in $q$ are visible.

The ratio of the full lifetimes and the ratio from (7) are

$$\frac{28999}{70.006}=414,\qquad (10^6)^{1/2.4}=316. \tag{25}$$

The area law underestimates the gain by 24% relative to the full ratio. One may instead use the local slope of the test capacitor, $b=2.374$, which gives $(10^6)^{1/2.374}\approx337$. This is still 19% too low. The reason is visible in the local exponents, $-0.421$ for the large capacitor and $-0.472$ for the small one: the slope found at one end of the range does not hold throughout it.

The direction of the extrapolation matters. Going from the large to the small capacitor, the simple law is cautious in this model. Going the other way, it predicts $28999/316.2\approx92$ s for the large area, where the full result is 70 s, and is therefore too optimistic.

The second direction applies to an array. A million memory capacitors have the same total area as the test capacitor. If they are independent and experience the same field history, their first failure has a characteristic time of 70 s, although that of a single capacitor is about 8 h. This concerns the first failed element; an array that tolerates failed elements needs a different survival condition.

The largest deviation of the survival probability from its Weibull limit is 0.024 for the test capacitor and 0.245 for the memory capacitor. Its growth by about a factor of ten follows the growth of $q$, as (22) predicts.

Random sampling supports the two levels of the argument separately. For Weibull sites, the sampled area exponent is $-0.4176$ with standard error 0.0031, against the expected $-0.4167$. When individual cell defects are sampled instead, devices with 100 columns have a characteristic lifetime of $3.09\times10^5$ s, against $3.07\times10^5$ s from (18). The remaining values are in the numerical output.

**When sites share a device-wide factor**

Independence can fail because all sites of one device share a condition that differs between devices. As a definite model, let a positive random factor $G$ multiply every site hazard in a device. Its distribution does not depend on area, and its mean is one. Let $\eta_0$ be the Weibull scale at area $A_0$ when $G=1$, and define

$$x=\frac{A}{A_0}\left(\frac{t}{\eta_0}\right)^\beta. \tag{26}$$

For a given value $G=g$ the sites are independent and the device survives with probability $e^{-gx}$. Choose a gamma distribution with shape $k$, whose density is $k^kg^{k-1}e^{-kg}/\Gamma(k)$. Averaging over devices gives

$$S_A=\frac{k^k}{\Gamma(k)}\int_0^\infty g^{k-1}e^{-(k+x)g}\,dg
=\frac{k^k}{(k+x)^k}
=\left(1+\frac xk\right)^{-k}. \tag{27}$$

This is no longer a Weibull law. Setting $S_A=e^{-1}$ gives $k\ln(1+x_*/k)=1$, and thus

$$x_*=k(e^{1/k}-1),\qquad
\eta(A)=\eta_0x_*^{1/\beta}\left(\frac{A}{A_0}\right)^{-1/\beta}. \tag{28}$$

The area exponent is unchanged, because area and time enter through the single combination $x$. The slope of the failure plot does change. With $L=-\ln S_A=k\ln(1+x/k)$ and $d\ln x/d\ln t=\beta$,

$$\frac{d\ln L}{d\ln t}=\beta\,\frac{x}{L}\frac{dL}{dx}
=\frac{\beta x}{(1+x/k)L}. \tag{29}$$

At the characteristic lifetime $L=1$ and $1+x_*/k=e^{1/k}$, so the slope is

$$b_*=\beta k(1-e^{-1/k})<\beta. \tag{30}$$

The inequality follows from $1-e^{-u}<u$ for $u=1/k>0$. Variation between devices broadens the failure distribution without altering how area acts inside each device. Relation (12) no longer applies, since $S_A$ is not the $N$th power of a common site survival.

For $k=2$ and $\beta=2.40$, (30) gives $b_*=1.889$. Consider the same area ratio of $10^6$, now with Weibull sites. The true lifetime ratio is 316, while the local slope $b_*$ at 63.2% would suggest $(10^6)^{1/1.889}\approx1500$. The gain from shrinking the electrode is then overestimated nearly fivefold. The failure plot is curved, so a single Weibull line fitted to all failures has a different slope and gives a different error.

Two limits show how the correct shape can be recovered. For $k\to\infty$ the shared factor no longer varies and $b_*\to\beta$. For $x\to0$ at fixed $k$, $L\to x$ and (29) again tends to $\beta$; at $t=0.05\,\eta_0$ the computed slope is 2.3995. Within this model, a direct comparison of areas reveals $\beta$, whereas the slope at 63.2% does not. The earliest failures also reveal it, but only if very many devices are tested, since a slope drawn through a few early failures is uncertain.

If the distribution of $G$ itself changes with area, $x_*$ in (28) becomes a function of $A$ and adds its own area dependence.

**Other choices of site**

The number of sites, and not the area as such, is the basic variable. If neighbouring sites are correlated but the film divides into independent, identical blocks, each block can serve as the site in (3). The law of a block need not be Weibull, even if that of a single site is. The local area exponent then follows from (12) with the slope $b$ of the block law, and for devices with many blocks the early part of that law decides. A block of $m$ sites fails when any of its sites fails, so $F\le F_{\rm block}\le mF$. For Weibull sites and fixed $m$ the early-time exponent is therefore again $\beta$; correlation changes the slope $b$ at finite times, and the approach to $\beta$ can be slow.

If breakdown starts at the electrode edge, $N$ is proportional to the perimeter $P$. Equation (7) is replaced by $\eta\propto P^{-1/\beta}$. For electrodes of fixed outline shape, $P\propto A^{1/2}$, and so $\eta\propto A^{-1/(2\beta)}$. Comparing electrodes of equal area and different perimeter distinguishes this case from failure spread over the whole film.

## Values computed for the example and the checks

```
film thickness = 60 angstrom
cell edge = 10 angstrom; site area = 100 angstrom^2
cells per column n = 6; alpha = 0.40; beta = 2.40
1/beta = 0.4167; cell time scale tau = 1.0e+06 s
test capacitor: area = 1.0e+12 angstrom^2; sites = 1.0e+10
  q = N^(-1/n) = 0.02154
  full lifetime = 70.006 s
  asymptotic lifetime = 68.129 s
  local Weibull slope = 2.3740
  local area exponent = -0.4212
  largest survival deviation from limit = 0.0242
memory capacitor: area = 1.0e+06 angstrom^2; sites = 1.0e+04
  q = N^(-1/n) = 0.21544
  full lifetime = 28999 s
  asymptotic lifetime = 21544 s
  local Weibull slope = 2.1207
  local area exponent = -0.4715
  largest survival deviation from limit = 0.2447
memory lifetime converted = 8.055 h
area ratio test/memory = 1.0e+06
full lifetime ratio memory/test = 414.2
ratio from asymptotic law = 316.2
ratio from test-capacitor slope = 336.8
Weibull sampling, N = 50 and 800, 8000 devices each
  sampled area exponent = -0.4176
  expected = -0.4167; standard error = 0.0031
  mean-lifetime ratio by quadrature = 0.31498
cell sampling N = 100: 3.086e+05 s; formula 3.0659e+05 s
cell sampling N = 1600: 70710 s; formula 70346 s
lognormal N = 1e+04: exponent = -0.2526; slope = 3.9587
lognormal N = 1e+10: exponent = -0.1536; slope = 6.5116
N = 1e+18: lifetime excess = 1.2513e-03; q/(2 alpha) = 1.2500e-03
  exponent excess = 5.0042e-04; q/2 = 5.0000e-04
shared factor k = 2: area exponent = -0.4167
  slope at 63.2 percent = 1.8886; early slope = 2.3995
  true lifetime ratio at area ratio 1e+06 = 316.2
  ratio wrongly inferred from slope = 1502.8
```
